# How correlated errors change the chance of misranking two reaction barriers

## Question

I am comparing two zirconium amide precursors for atomic layer deposition of ZrO₂. In my model the step that matters is the loss of one amide ligand, which takes up a proton from a surface hydroxyl group. Suppose the true barriers are 80 and 84 kJ/mol, and that my electronic-structure method makes a Gaussian error with a standard deviation of 4 kJ/mol on each.

An exercise asks me to show that the probability of getting the two barriers in the wrong order is 24 percent if the errors are uncorrelated, and 16 percent if their correlation is 0.5. Two things block me.

First, I get 16 percent without any correlation. The gap is one standard deviation, and a Gaussian variable falls more than one standard deviation below its mean with probability 16 percent. Where does 24 come from?

Second, correlation does not make either barrier more accurate. Both still carry an error of 4 kJ/mol. Why should the ranking improve at all?

## Answer

Your 16 percent answers a different question: it lets one barrier err and treats the other as exact. With two uncertain barriers, what counts is the spread of the *difference* of the errors, and correlation changes that spread even when the individual spreads stay fixed.

### When is the pair misranked?

Call the true barriers $B_1<B_2$ and the true gap $D=B_2-B_1=4$ kJ/mol (41.5 meV per molecule). The method returns $B_1+e_1$ and $B_2+e_2$. The order is wrong when

$$
B_2+e_2<B_1+e_1 \quad\Longleftrightarrow\quad e_2-e_1<-D .
$$

A tie has probability zero as long as the difference of the errors has a continuous distribution.

The exercise needs two assumptions that its wording leaves out:

- The errors are *jointly* Gaussian. It is not enough that each one is Gaussian by itself.
- The errors have equal means, so the method does not favour one precursor systematically.

I keep a possible difference of the means, $m=\langle e_2\rangle-\langle e_1\rangle$, in the derivation and set it to zero afterwards. The standard deviations are $s_1,s_2$ and the correlation is $r$.

### The distribution of the difference

A jointly Gaussian pair can be built from two independent standard normal variables $z_1,z_2$:

$$
e_1=\langle e_1\rangle+s_1z_1,\qquad
e_2=\langle e_2\rangle+s_2\left(r z_1+\sqrt{1-r^2}\,z_2\right).
$$

The variance of $e_2$ is $s_2^2(r^2+1-r^2)=s_2^2$, and the covariance is $s_1s_2r$, as required. Subtracting gives

$$
e_2-e_1=m+(r s_2-s_1)z_1+s_2\sqrt{1-r^2}\,z_2 .
$$

This is a constant plus a sum of independent normal variables, so it is normal. Its mean is $m$, and its variance is the sum of the squared coefficients:

$$
\begin{aligned}
q^2&=(r s_2-s_1)^2+s_2^2(1-r^2)\\
&=r^2s_2^2-2r s_1s_2+s_1^2+s_2^2-r^2s_2^2\\
&=s_1^2+s_2^2-2r s_1s_2 .
\end{aligned}
$$

Now subtract the mean and divide by $q$. With $\Phi$ the standard normal distribution function,

$$
P=\Pr(e_2-e_1<-D)
=\Pr\left(\frac{e_2-e_1-m}{q}<\frac{-D-m}{q}\right)
=\Phi\left(-\frac{D+m}{q}\right).
$$

For $m=0$ and $s_1=s_2=s$ the variance becomes $q^2=2s^2(1-r)$, and

$$
P(r)=\Phi\left(-\frac{D}{s\sqrt{2(1-r)}}\right).
$$

### The two numbers

Without correlation, $q=4\sqrt2=5.657$ kJ/mol and $D/q=0.7071$, so

$$
P(0)=\Phi(-0.7071)=0.240 .
$$

With $r=0.5$ the factor $2(1-r)$ equals 1. Then $q=4$ kJ/mol, $D/q=1$, and

$$
P(0.5)=\Phi(-1)=0.159 .
$$

These are the 24 and 16 percent of the exercise. They also explain your first puzzle. One exact barrier and one uncertain barrier give $q=s$, and so do two uncertain barriers with correlation one half. So your 16 percent coincides with the answer for $r=0.5$, but it is not the answer for two uncorrelated errors.

The probability refers to a pair whose *true* gap is 4 kJ/mol. If you know only that the *computed* gap is 4 kJ/mol, you also need to know which true gaps are plausible beforehand.

### Why the ranking improves although the barriers do not

For $0\le r\le1$ and equal standard deviations, split each error into a shared part and a part of its own:

$$
e_1=c+u_1,\qquad e_2=c+u_2,
$$

with $c,u_1,u_2$ independent Gaussian variables of zero mean and

$$
\operatorname{var}c=r s^2,\qquad \operatorname{var}u_1=\operatorname{var}u_2=(1-r)s^2 .
$$

Each error then has variance $s^2$, and the covariance is $\operatorname{var}c=rs^2$, which is correlation $r$. In the difference the shared part drops out:

$$
e_2-e_1=u_2-u_1 .
$$

Physically, $c$ could be a misjudged O–H bond strength that shifts both barriers alike. It spoils both absolute values and leaves their order untouched. Raising $r$ at fixed $s$ moves variance out of the parts that affect the order and into the part that does not.

At $r=0.5$ the shared part and each own part have a standard deviation of 2.83 kJ/mol. Suppose the shared one doubles while the own ones stay as they are. The total error of each barrier grows to

$$
\sqrt{4\times 8+8}=6.32\ \text{kJ/mol},
$$

and the correlation rises to $32/40=0.80$. The misranking probability stays at 15.9 percent. So a high correlation is not a merit in itself: here it rose because the barriers got worse. The quantity that governs the ranking is $q$.

### How fast correlation helps

With $D$ and $s$ held fixed and $m=0$, the formula gives:

| $r$ | $q$ (kJ/mol) | $P$ (%) |
|---|---|---|
| 0 | 5.66 | 24.0 |
| 0.25 | 4.90 | 20.7 |
| 0.50 | 4.00 | 15.9 |
| 0.75 | 2.83 | 7.9 |
| 0.90 | 1.79 | 1.3 |

For the slope, let $\phi=\Phi'$ be the normal density, which is even. The chain rule needs two factors:

$$
\frac{dP}{dq}=\phi\left(\frac Dq\right)\frac{D}{q^2},
\qquad
2q\frac{dq}{dr}=-2s^2\ \Rightarrow\ \frac{dq}{dr}=-\frac{s^2}{q}.
$$

Their product is

$$
\frac{dP}{dr}=-\phi\left(\frac Dq\right)\frac{D s^2}{q^3}.
$$

It is negative for every $D>0$, so under these assumptions more correlation means fewer misrankings. At $r=0.5$ the fraction $Ds^2/q^3=4\times16/64$ equals 1, and the slope is $-\phi(1)=-0.242$. An uncertainty of 0.05 in $r$ therefore shifts $P$ by about 1.2 percentage points.

Two limits frame the result. As $r\to1$, $q\to0$ and $P\to0$: both barriers receive the same error. As $D\to0$ at fixed $r<1$, $P\to1/2$: once the gap is much smaller than $q$, the computed order is close to a coin toss. A higher correlation still helps if it brings $q$ down to the size of the gap.

### What happens when the assumptions fail

**The errors are Gaussian singly but not jointly.** Let $e_1$ be Gaussian with zero mean and standard deviation $s$, and let $e_2=Se_1$, where the independent sign $S$ is $+1$ with probability $3/4$ and $-1$ with probability $1/4$. By symmetry $e_2$ has the same Gaussian distribution as $e_1$. The correlation is $\langle S\rangle=3/4-1/4=0.5$. For $S=+1$ the difference is zero and the order is right. For $S=-1$ the order is wrong when $-2e_1<-D$, that is, when $e_1>D/2$. Hence

$$
P=\tfrac14\,\Phi\left(-\frac{D}{2s}\right)=\tfrac14\,\Phi(-0.5)=0.077 .
$$

The standard deviations and the correlation are those of the exercise, yet the answer is 8 percent instead of 16.

**The errors have heavy tails.** Multiply a zero-mean Gaussian pair by a common random factor $\sqrt{2/\chi^2_4}$, where $\chi^2_4$ is an independent chi-squared variable with four degrees of freedom. This gives a bivariate Student distribution with unchanged variances and correlation. The difference $e_2-e_1$ is then $q/\sqrt2$ times a Student variable with four degrees of freedom, so $P=F_4(-\sqrt2\,D/q)$, with $F_4$ its distribution function. The result is 18.7 percent at $r=0$ and 11.5 percent at $r=0.5$. The gain from correlation remains, and both numbers are lower than in the Gaussian case. That ordering holds only for moderate $D/q$: at $r=0.9$ the heavy tails give 1.7 percent against the Gaussian 1.3.

**The standard deviations differ.** With 3 and 5 kJ/mol, $q^2=9+25=34$ (kJ/mol)² at $r=0$ and $34-15=19$ (kJ/mol)² at $r=0.5$. The probabilities are 24.6 and 17.9 percent. Cancellation is now incomplete even at $r=1$, where $q=|s_1-s_2|$.

**The method favours one precursor.** A bias common to both barriers cancels, but a difference $m$ does not. If the method places barrier 2 too low by 1 kJ/mol relative to barrier 1, then $m=-1$ kJ/mol and the probabilities rise to 29.8 percent at $r=0$ and 22.7 percent at $r=0.5$. If $m=-6$ kJ/mol, the mean computed order is itself wrong, because $D+m=-2$ kJ/mol. Correlation then does harm: $P$ goes *up* from 63.8 to 69.1 percent, since a narrower distribution around the wrong order leaves fewer lucky escapes.

### What this means for real precursors

The barriers are round model parameters, not computed values for particular molecules. A wafer temperature of roughly 250 °C is a reasonable rough value for this kind of process. An error of 4 kJ/mol is optimistic for barriers from common density functionals, where errors of twice that size or more would be no surprise. Doubling $s$ halves $D/q$, and the probabilities become $\Phi(-0.354)=36$ percent at $r=0$ and $\Phi(-0.5)=31$ percent at $r=0.5$. The same correlation then buys 5 percentage points instead of 8.

Ranking barriers is also not the same as ranking rates. Take $k_i=A_i\exp(-B_i/RT)$. At 523 K, $RT=4.35$ kJ/mol, and

$$
\frac{k_1}{k_2}=\frac{A_1}{A_2}\,e^{D/RT}=2.51\,\frac{A_1}{A_2}.
$$

If $A_2/A_1$ exceeds 2.51, precursor 2 reacts faster despite its higher barrier. The threshold is about 2.8 at 473 K and 2.3 at 573 K. Prefactors of different molecules can differ by more than this. If $A_2/A_1$ does lie above the threshold, a ranking by barriers alone names the slower precursor whenever it orders the barriers correctly, which happens with probability $1-P$: 76 percent at $r=0$ and 84 percent at $r=0.5$.

Because a proton moves, tunnelling matters too. For a parabolic barrier with imaginary frequency $\nu$, the transmission at energy $E$ measured from the top is $1/(1+e^{-2\pi E/h\nu})$. Let $x=h\nu/k_BT$ and $\varepsilon=E/k_BT$. The thermal average relative to classical passage is

$$
\kappa=\int_{-\infty}^{\infty}\frac{e^{-\varepsilon}\,d\varepsilon}{1+e^{-2\pi\varepsilon/x}}
=\frac{x}{2\pi}\int_{-\infty}^{\infty}\frac{e^{-xt/2\pi}\,dt}{1+e^{-t}}
=\frac{x/2}{\sin(x/2)},\qquad 0<x<2\pi .
$$

The second form uses $t=2\pi\varepsilon/x$, and the last step uses the standard integral $\int_{-\infty}^{\infty} e^{-pt}/(1+e^{-t})\,dt=\pi/\sin(\pi p)$ for $0<p<1$. Far below the top the integrand falls as $e^{(2\pi/x-1)\varepsilon}$, so the lower limit may be set to $-\infty$ when $(2\pi/x-1)B/RT$ is large. For the two barriers and wavenumbers used below this exponent is about 34 and 17. As $x$ approaches $2\pi$ (about 2285 cm⁻¹ at 523 K) the condition fails even for a high barrier, and the formula then overestimates $\kappa$.

Assume imaginary wavenumbers of 800 cm⁻¹ for barrier 1 and 1200 cm⁻¹ for barrier 2. The factors are 1.23 and 1.66, and the effective gap shrinks by

$$
RT\ln\frac{\kappa_2}{\kappa_1}=4.35\,\ln\frac{1.655}{1.234}=1.28\ \text{kJ/mol},
$$

to 2.72 kJ/mol. In this parabolic model with equal prefactors the rate order survives, but about a third of the margin is gone.

For your screening, then, estimate $q$ directly: take pairs of related reactions with reliable reference barriers and look at the errors of the barrier *differences*. Subtract in the same chemical sense in every pair, for example bulkier amide minus smaller amide, and match that sense to your own two precursors. The mean of these errors then estimates $m$ and their standard deviation estimates $q$, provided the reference pairs resemble your precursors. If the order within each pair is arbitrary, a systematic preference averages out of the mean and inflates the standard deviation instead. A method with a large $s$ can still rank well if $q$ is small compared with $D$ and $m$ is close to zero.
